# Foster's theorem for resistor networks and its use in percolating films

## What scaling already fixes

Take \(N\) nodes joined into one connected network by finitely many ohmic bonds. Bond \(b\) has conductance \(g_b>0\). Parallel bonds are allowed; a bond from a node to itself is not. Let \(R_b\) be the effective resistance between the end nodes of \(b\), with \(b\) left in place: inject 1 A at one end, draw it at the other, and read the voltage. The quantity of interest is

\[
S=\sum_b g_bR_b .
\]

Each term is a pure number. If all conductances are multiplied by \(\lambda\), every \(R_b\) is divided by \(\lambda\), so \(S\) can depend only on the wiring and on conductance ratios.

Suppose it does not depend on the ratios either. Its value then follows from one convenient limit. Choose a spanning tree, that is, \(N-1\) bonds that connect all nodes without a loop, and let all other conductances go to zero. The ends of a tree bond are then joined by that bond alone, so \(R_b\to1/g_b\) and its term tends to 1. The ends of any other bond stay joined through the tree, so \(R_b\) stays finite while \(g_b\to0\), and its term vanishes. Hence the only candidate is

\[
\boxed{\;\sum_b g_bR_b=N-1\;}
\]

This is Foster's theorem. What remains to be shown is the independence of the ratios.

## The triangle

Three nodes are joined by \(g_1,g_2,g_3\). Between the ends of bond 1 there are two parallel paths: the bond itself, and the other two in series. Therefore

\[
\frac1{R_1}=g_1+\frac{g_2g_3}{g_2+g_3}=\frac{D}{g_2+g_3},\qquad D=g_1g_2+g_2g_3+g_3g_1 ,
\]

and \(g_1R_1=(g_1g_2+g_1g_3)/D\). The other two terms follow by relabelling. In the sum each pair product appears twice, so \(S=2D/D=2=N-1\). The ratios have cancelled, although each term depends on them.

For 1, 2 and 3 µS, \(D=11\) µS², and the terms are \(5/11=0.4545\), \(8/11=0.7273\) and \(9/11=0.8182\). Now hang a fourth node on the triangle by a 4 µS bond. No current between triangle nodes can use this dead end, so the three terms stay as they were. The new bond is the sole path between its ends and contributes 1. The sum is 3 for four nodes.

## Any connected network

Give each bond a direction, and a column vector \(a_b\) with \(+1\) at its first node, \(-1\) at its second and 0 elsewhere. For node potentials \(v\), the drop on the bond is \(a_b^{T}v\) and its current is \(g_ba_b^{T}v\). This current leaves the first node and enters the second, so the currents that must be injected from outside are

\[
I=Lv,\qquad L=\sum_b g_b\,a_ba_b^{T}.
\]

Reversing a bond changes the sign of \(a_b\) twice and leaves \(L\) alone.

A common shift of all potentials changes no current, so \(L\) cannot be inverted. Set the potential of one node to zero and delete its entry from every vector, and its row and column from \(L\). The deleted equation is no loss: the injected currents add to zero, so it follows from the others. Write \(\tilde a_b\) and \(L_0=\sum_b g_b\tilde a_b\tilde a_b^{T}\) for what is left. Then

\[
v^{T}L_0v=\sum_b g_b(\tilde a_b^{T}v)^2 .
\]

The right side is the dissipated power. It vanishes only if no bond has a voltage drop. Since every node is linked to the grounded one by a path, all potentials are then zero. So \(L_0v=0\) has only the solution \(v=0\), and \(L_0\), a square matrix of size \(N-1\), is invertible.

Unit current in at the first end of \(b\) and out at the second is the injection \(\tilde a_b\). The potentials are \(L_0^{-1}\tilde a_b\), and the voltage between the ends is

\[
R_b=\tilde a_b^{T}L_0^{-1}\tilde a_b .
\]

A number equals its own trace, and factors under a trace may be cycled. Thus

\[
\sum_b g_bR_b=\sum_b g_b\,\mathrm{tr}\!\left(L_0^{-1}\tilde a_b\tilde a_b^{T}\right)
=\mathrm{tr}\!\left(L_0^{-1}L_0\right)=N-1 .
\]

The last trace is that of the unit matrix of size \(N-1\). This proves the theorem.

**Separate pieces.** If the network falls into \(c\) connected pieces with \(N_1,\dots,N_c\) nodes, each piece obeys the theorem, and the total is \(\sum_k(N_k-1)=N-c\).

Both results were tested with resistances found from their definition, by holding 1 V across each bond and solving for the current. Thirty nodes with 71 bonds (a chain of 29, 40 placed at random and two laid parallel to the first), with conductances drawn from four decades, gave 29.000000. Two separate pieces with eight nodes in all gave 6.000000.

**Conditions.** The proof needs linear bonds that conduct equally in both directions. With a negative conductance the power argument fails and \(L_0\) may become singular.

## What one term measures

Let \(C_b\) be the conductance between the ends of \(b\) with \(b\) removed. The bond and the rest are in parallel, so \(1/R_b=g_b+C_b\) and

\[
s_b\equiv g_bR_b=\frac{g_b}{g_b+C_b}.
\]

This is the share of the injected current that bond \(b\) itself carries. If another path joins the ends, a voltage between them must drop somewhere along that path; power is dissipated there and \(C_b>0\). Otherwise \(C_b=0\). Hence \(0<s_b\le1\), with \(s_b=1\) just for a bridge, a bond whose removal cuts the network in two. In a tree every bond is a bridge, which recovers the limit used at the start.

## A uniform lattice

Now take a periodic lattice in which each node has \(z\) bonds, all of conductance \(g\). Each bond has two ends, so there are \(E=zN/2\) bonds. If a symmetry of the lattice carries any bond into any other, all terms are equal and the theorem gives each of them:

\[
gR=\frac{N-1}{zN/2}=\frac2z\left(1-\frac1N\right)\;\longrightarrow\;\frac2z .
\]

The infinite lattice is understood here as this limit of large periodic ones. No lattice sum had to be evaluated. A square lattice of 144 nodes gave \(gR=0.49653\), which is \(\tfrac12(1-\tfrac1{144})\); a cubic one of 125 nodes gave \(0.33067=\tfrac13(1-\tfrac1{125})\).

The symmetry is needed. If the bonds of the 144-node square lattice are made four times more conducting along one axis, the terms become 0.6974 for the strong bonds and 0.2956 for the weak ones. The theorem still fixes their sum, \(143/144=0.993\), but not how it is divided.

## One foreign bond

Let a large uniform lattice with bonds \(g_m\) carry a steady current, with drop \(V_m\) on a certain bond. Replace that bond by one of conductance \(g\). If the potentials stayed as they were, its current would change from \(g_mV_m\) to \(gV_m\). A current \((g_m-g)V_m\) would then be left over at its high-potential end and missing at the other.

The equations are linear, so the correction to the potentials is the response of the altered network to that current, injected at the first end and drawn at the second. The conductance between the ends is \(g\) in parallel with the surroundings, and the uniform-lattice result gives the latter:

\[
C=\frac1R-g_m=\frac z2g_m-g_m=\beta g_m,\qquad \beta=\frac z2-1 .
\]

The extra drop is therefore

\[
\delta V=V_m\,\frac{g_m-g}{g+\beta g_m}.
\]

It vanishes for \(g=g_m\). For \(g\to\infty\) it tends to \(-V_m\), so a short circuit has no drop. For \(g=0\) and \(z=4\) it is \(+V_m\): the drop across a cut bond doubles.

For \(z=4\) and \(g=0.1\,g_m\) the total drop is \((1+0.9/1.1)V_m=1.8182\,V_m\). A direct solution on 144 nodes gave \(1.8079\,V_m\). The difference is the finite size: there \(1/R=g_m/0.49653=2.0140\,g_m\), so \(C=1.0140\,g_m\), and \(1+0.9/1.1140=1.8079\).

## Many different bonds

Let all bonds now have independent random conductances from one distribution. The effective-medium approximation treats each bond as a foreign one in a uniform medium \(g_m\). The applied voltage fixes the mean drop per bond along the field, so \(g_m\) is chosen to make the mean of \(\delta V\) zero:

\[
\left\langle\frac{g_m-g}{g+\beta g_m}\right\rangle=0 .
\]

To see what this says, write the numerator as \((1+\beta)g_m-(g+\beta g_m)\). The condition becomes

\[
\left\langle\frac{g_m}{g+\beta g_m}\right\rangle=\frac1{1+\beta}=\frac2z .
\]

Next, \(g/(g+\beta g_m)=1-\beta g_m/(g+\beta g_m)\), whose mean is \(1-2\beta/z=1-(1-2/z)\). Hence

\[
\boxed{\;\left\langle\frac{g}{g+\beta g_m}\right\rangle=\frac2z\;}
\]

Foster's theorem says that in the true random network the mean of \(g_b/(g_b+C_b)\) over all bonds is \((N-1)/E\to2/z\). The boxed equation is the same sum rule with each bond's own surroundings \(C_b\) replaced by \(\beta g_m\). The theorem holds for every arrangement of positive conductances; the replacement is the approximation. For a chain, \(z=2\) and \(\beta=0\), the boxed form reduces to \(1=1\) and cannot determine \(g_m\). The preceding equation still can: it gives \(1/g_m=\langle1/g\rangle\), resistors in series.

### Limit 1: missing bonds

Let a fraction \(p\) of the bonds have conductance \(g\) and the rest none. The sum rule reads \(pg/(g+\beta g_m)=2/z\), so \(\beta g_m=(pz/2-1)g\) and

\[
\frac{g_m}{g}=\frac{p-2/z}{1-2/z}\quad(p>2/z).
\]

For \(p<2/z\) there is no positive solution and the medium does not conduct. For \(z=4\), \(p=0.8\) this gives 0.6000; ten random sheets of \(60\times60\) nodes averaged 0.5980. With bonds truly missing, Foster's sum for the real network is \(N-c\), where \(c\) counts the separate pieces, single cut-off nodes included; the medium ignores such pieces.

The cubic lattice shows where the approximation fails. It puts the threshold at \(p=1/3\), yet at \(p=0.32\) eight periodic blocks of \(12^3\) nodes had a mean conductance of \(0.0322\,g\). Missing bonds were given \(10^{-9}g\) in the solution, far too little to account for this. At this \(p\) only about half of the bonds present carry current; the rest are dead ends or cut off, and the share falls further as \(p\) is lowered. One common \(C\) for all bonds is then a poor description. Blocks of this size do not locate the threshold of an infinite lattice.

### Limit 2: a square lattice, symmetric in \(\ln g\)

For \(z=4\), \(\beta=1\). With \(y=\ln(g/g_m)\),

\[
\frac g{g+g_m}=\frac1{1+e^{-y}}=\frac12+\frac12\tanh\frac y2 .
\]

The mean must be \(\tfrac12\), so the mean of the odd function \(\tanh(y/2)\) must vanish. It does if the distribution of \(\ln g\) is symmetric about \(\ln g_m\). The solution is unique, since \(g/(g+g_m)\) falls as \(g_m\) grows. Thus \(g_m=\exp\langle\ln g\rangle\), the geometric mean.

## A disordered oxide film

Consider the accumulation layer of a transistor made of amorphous indium-gallium-zinc oxide. The model divides it into patches 10 nm wide, in a layer 10 nm thick, with \(10^{18}\) electrons per cm³. Between neighbouring patches electrons cross a barrier \(\phi\), spread uniformly from 0.02 to 0.10 eV and independent from bond to bond:

\[
g=g_0e^{-\phi/kT},\qquad g_0=en_s\mu_0 .
\]

Here \(n_s=10^{12}\) cm⁻² is the sheet density and \(\mu_0=100\) cm²/Vs a prefactor mobility, so \(g_0=16.02\) µS. In a uniform square lattice, equal numbers of bonds in series and in parallel cancel, so the sheet conductance equals \(g_m\).

A uniform spread of \(\phi\) is symmetric in \(\ln g\), and the mean barrier is 0.06 eV. At 300 K, \(kT=0.02585\) eV and

\[
\frac{g_m}{g_0}=e^{-0.06/0.02585}=0.0982 .
\]

The sheet conductance is \(0.0982\times16.02=1.57\) µS and the mobility 9.8 cm²/Vs. Forty random sheets of \(60\times60\) nodes gave \(g_m/g_0=0.0981\pm0.0002\) (standard error). The arithmetic mean of \(g/g_0\) is 0.1423, larger than \(g_m/g_0\) by a factor 1.45: it counts the good bonds as if current could reach them without crossing poor ones.

**Bond by bond.** In one periodic piece with 225 nodes and 450 bonds the shares \(s_b\) summed to 224.000000, though conductances differed by up to a factor 21.9. For barriers of 0.02–0.04 eV the mean share was 0.739, against 0.759 from \(g/(g+g_m)\); for 0.08–0.10 eV it was 0.224 against 0.241. Bonds with low barriers thus carry most of the current injected at their own ends, while those with high barriers are mostly bypassed. In this one piece both classes lie about 0.02 below the medium; this is mostly scatter, since averages over many pieces are about 0.754 and 0.242, with a spread of 0.01 from piece to piece. Individual shares ran from 0.089 to 0.889, whereas the medium allows only 0.175 to 0.825 for these barriers. The excess reflects the variation of \(C_b\) that the medium ignores.

## What the film model leaves out

**Geometry.** In a film many patches thick, \(z=6\), and current has more ways round a barrier. With the barriers unchanged, the medium conductance rises by a factor 1.14; random cubic blocks gave 1.14 to 1.15, with a scatter of about 0.01.

**Correlation.** If barriers derive from patch energies, bonds that share a patch are correlated. A model with the same mean and variance of \(\phi\) gave a factor \(1.101\pm0.006\). Its distribution is still symmetric, so the effective medium would predict 1; it does not see correlations.

**Quantum motion.** Take the potential along a path as a cosine of period \(a=10\) nm and height \(\phi=0.06\) eV from valley to crest. The curvature at both has magnitude \((\phi/2)(2\pi/a)^2=m\omega^2\). With \(m=0.34\,m_e\) this gives \(\hbar\omega=0.0515\) eV. A parabolic crest transmits a fraction \(1/[1+e^{2\pi(\phi-E)/\hbar\omega}]\) at energy \(E\), the standard solution of the wave equation for that shape. Averaged over the thermal electrons, it raises the flux by 1.18 over the classical value.

In the valley, the classical and quantum oscillator partition functions are \(1/2r\) and \(1/(2\sinh r)\), with \(r=\hbar\omega/2kT\approx1.0\). At fixed density the occupation near the crest therefore gains \(\sinh r/r=1.17\). Together the factors make 1.39. This is too high, because a zero-point energy of 0.026 eV in a valley 0.06 eV deep strains the parabolic form. Solving the wave equation numerically for the cosine itself gives 1.21 for the flux over one crest taken alone and 1.07 for the valley, together 1.30 at the mean barrier. This assumes that electrons lose their phase between crests; coherent motion through a periodic cosine would give a larger flux. It is still the largest of the corrections given a factor here; the charging energy below is not turned into one and could matter more.

**Degeneracy.** The density is a fifth of the band's effective density of states, \(4.97\times10^{18}\) cm⁻³. At fixed density, taken as uniform within a patch, Fermi statistics raises the chemical potential; the crest population grows with it, by a factor 1.07. Quantum confinement across the 10 nm layer raises the factor to about 1.09; at this density the gate's pull towards one face adds little more. In the cosine profile above, where the valley density is about 2.3 times the mean, the factor is about 1.11.

**Single electrons.** The chosen density amounts to only one electron per patch on average. Adding another to a patch costs a charging energy of roughly 0.01 to 0.03 eV, depending on the permittivity and on screening by nearby charge. This is not negligible beside \(kT\). The model ignores this repulsion and treats the density as continuous.

**Bias.** With 1 V along a 5 µm channel (0.002 MV/cm) the mean drop per bond is 2.0 mV, and the largest in one random sheet was 5.8 mV. If half the drop \(V\) lowers the barrier one way and half raises it the other way, the current goes as \(\sinh x\) with \(x=eV/2kT\). The factor \(\sinh x/x\) is 1.002 for that worst bond, so ohmic bonds are a good assumption here.

**Prefactor.** In a patch of uniform density \(n\), electrons of mean speed \(\bar v\) strike a barrier at the rate \(n\bar v/4\) per area, and a small voltage \(V\) unbalances the two directions by \(eV/kT\). Dividing the resulting conductance by \(en_s\) gives a ceiling \(e\bar va/4kT=178\) cm²/Vs for \(\mu_0\). The chosen 100 lies below it. The figure holds for uniform density; in the cosine profile above, the valley density exceeds the mean and the ceiling is higher.

**Temperature.** With density, barriers and \(\mu_0\) held fixed, the mobility is 6.2 cm²/Vs at 250 K and 13.7 at 350 K.

Real transistors of this material have mobilities of roughly 10 cm²/Vs, so the model is in the right range. That is no confirmation, because \(\mu_0\) was chosen and the patch size and barrier spread are rough assumptions. Real layers need not be one patch thick or have independent barriers. In the two cases tried here this raised the result by 10 to 15 per cent each, but other kinds of correlation can have a smaller effect or lower the conductance. Quantum motion at fixed \(\mu_0\) would move it from 9.8 to about 13 cm²/Vs. In a real device the mobility also changes with gate voltage as electrons fill the valleys; the model holds the density fixed. The numerical output that follows lists the inputs and the main results; for quantum motion it gives the parabolic estimate. A bias large enough to make the bonds non-ohmic would take the network outside Foster's theorem. As long as the film can be described by ohmic bonds, the other corrections leave the theorem valid: they change the wiring or the conductances put into it, or the quality of the medium that replaces each bond's surroundings.

## Calculated quantities

```
SMALL NETWORK: g (uS), R (Mohm), share g*R
  1  0.4545  0.4545
  2  0.3636  0.7273
  3  0.2727  0.8182
  4  0.2500  1.0000
  sum of shares, 4 nodes: 3.000000
Random wiring, 30 nodes, 71 bonds: sum 29.000000
Two separate pieces, 8 nodes in all: sum 6.000000
Uniform square lattice, N=144: g*R 0.49653, 2/z 0.50000
Uniform cubic lattice, N=125: g*R 0.33067, 2/z 0.33333
Anisotropic 4:1, N=144: g*R strong 0.6974, weak 0.2956, sum 143.0000
Foreign bond g/gm=0.1: drop/Vm solved 1.8079, infinite lattice 1.8182
Diluted square, p=0.8: medium 0.6000, network 0.5980
Diluted cubic, p=0.32: medium 0 (no root), network 0.0322
FILM: inputs
  T 300 K, kT 0.02585 eV, barriers 0.02 to 0.10 eV
  patch 10 nm, density 1.0e+18 cm^-3, mass 0.34 m_e
  prefactor mobility 100 cm2/Vs, g0 16.022 uS
FILM PIECE: N 225, bonds 450, max/min g 21.9
  sum of shares 224.000000, mean 0.49778
  smallest share 0.089, largest 0.889
  barriers 0.02-0.04 eV: mean share 0.739, medium 0.759
  barriers 0.08-0.10 eV: mean share 0.224, medium 0.241
CONDUCTANCE of the film
  gm/g0 medium 0.09818, network 0.09809 +- 0.00023
  arithmetic mean of g/g0 0.14233, over gm 1.450
  sheet conductance 1.573 uS, mobility 9.82 cm2/Vs
NEGLECTED EFFECTS (factors on conductance)
  thick film, z=6: medium 1.136, network 1.145
  correlated barriers 1.101 +- 0.006
  hbar*omega of crest and valley 0.0515 eV
  tunnelling 1.184, valley zero-point 1.174, product 1.390
  degeneracy 1.073 (band density of states 4.97e+18 cm^-3)
  bias 1 V on 5 um: field 0.0020 MV/cm
  bond drop mean 2.00 mV, largest 5.79 mV
  non-ohmic factor of that bond 1.002092
  thermionic ceiling of prefactor mobility 178 cm2/Vs
  mobility at 250 K: 6.17 cm2/Vs
  mobility at 350 K: 13.68 cm2/Vs
```
